# Does a good Vogel-Fulcher fit prove a finite-temperature divergence?

**Q:** I have relaxation times of a supercooled liquid over almost eight decades. The Vogel-Fulcher law fits them within their scatter of about 12 per cent, and its divergence temperature $T_0$ comes out with an error of 3 K. I take that as proof that the relaxation time diverges at $T_0$.

**A:** The fit shows that the law describes your window. The divergence lies outside it. Let us give the same fit to data whose law we know and which has no divergence at any positive temperature. Write $y=\log_{10}(\tau/1\,\mathrm{s})$ and $x=1/T$, and take the parabolic law

$$y=y_{\rm on}+J^2(x-x_{\rm on})^2,\qquad x>x_{\rm on}=1/T_{\rm on}.$$

It is used only below the onset temperature $T_{\rm on}$. With $T$ in kelvin, $J$ is also in kelvin. This $y$ grows without limit only as $T\to0$.

**Q:** Then a fit should tell me so, by returning $T_0=0$.

**A:** Let us see what the fit responds to. The Vogel-Fulcher law is $y=a+B/(T-T_0)$. Put $T=1/x$ and $T_0=1/x_0$:

$$\frac{B}{T-T_0}=\frac{Bx}{1-x/x_0}=\frac{Bx_0x}{x_0-x}=-Bx_0+\frac{Bx_0^2}{x_0-x}.$$

The last step uses $x=x_0-(x_0-x)$ in the numerator. So $y$ is a constant plus $K/(x_0-x)$, with $K=B/T_0^2$. Primes denote derivatives with respect to $x$:

$$y'=\frac{K}{(x_0-x)^2},\qquad y''=\frac{2K}{(x_0-x)^3},\qquad \frac{y''}{y'}=\frac{2}{x_0-x}.$$

Now take a smooth curve that rises and bends upwards against $1/T$, and choose the three parameters to match its value, slope and curvature at one point. Solving the last relation for $x_0$ gives

$$\frac1{T_0}=x+\frac{2y'}{y''}.$$

Both derivatives are positive, so $T_0$ is finite and positive. Whether the curve diverges anywhere has not entered. The result $T_0=0$ is the limit $y''\to0$ at fixed slope, reached by a straight Arrhenius line.

**Q:** So $T_0$ is a measure of curvature. What does it become for the parabola?

**A:** Let $x_c$ be the matching point and $u=x_c-x_{\rm on}$. Then $y'=2J^2u$ and $y''=2J^2$, so $2y'/y''=2u$ and

$$\frac1{T_0}=x_c+2u=3x_c-2x_{\rm on}.$$

The apparent divergence lies beyond the matching point by twice the distance from the onset, and it moves when the window moves. With $T_c=1/x_c$, the same result reads $T_0=T_c/(3-2T_c/T_{\rm on})$. Close to the onset $T_0$ approaches $T_{\rm on}$; for very cold windows it approaches $T_c/3$.

**Q:** Matching at a point is easy. My fit holds over a whole window, and a wrong law should show there.

**A:** The difference can be found in closed form. Let $s=x-x_c$. Since $x_0-x_c=2u$, matching the slope gives $K=2J^2u\,(2u)^2=8J^2u^3$. Measured from the common value at $x_c$, the Vogel-Fulcher curve rises by

$$8J^2u^3\left[\frac1{2u-s}-\frac1{2u}\right]=\frac{4J^2u^2s}{2u-s},$$

and the parabola by $J^2[(u+s)^2-u^2]=J^2s(2u+s)$. Subtract:

$$y_{\rm VF}-y_{\rm par}=\frac{J^2s\,[4u^2-(2u+s)(2u-s)]}{2u-s}=\frac{J^2s^3}{2u-s}.$$

Inside a narrow window this is about $J^2s^3/(2u)$, a small cubic. At $s=2u$ it is infinite.

A least-squares fit hides part of the cubic as well. Let the window run from $s=-h$ to $s=h$, with points even in $1/T$, and set $s=ht$. With the Legendre polynomials $P_1=t$ and $P_3=(5t^3-3t)/2$,

$$t^3=\tfrac35P_1+\tfrac25P_3 .$$

To leading order in $h$, the three parameters adjust the constant, slope and curvature freely, so they absorb the $P_1$ part. The $P_3$ part remains. The mean square of $P_3$ over the window is $1/7$, hence

$$\text{rms misfit}\simeq\frac{J^2h^3}{2u}\cdot\frac25\cdot\frac1{\sqrt7}=\frac{J^2h^3}{5\sqrt7\,u}.$$

**Q:** Put numbers in. I want to know whether I would see it.

**A:** Take $T_{\rm on}=350$ K, $J/T_{\rm on}=8$ and $\tau=10^{-10}$ s at the onset. The data are 36 points from 245 to 280 K, in steps of 1 K. Over that range $y$ runs from 1.76 to $-6.00$. The centre in $1/T$ corresponds to 261.33 K, with $T_{\rm on}u=0.3393$ and $T_{\rm on}h=0.0893$. The predicted misfit is

$$\frac{64\times0.0893^3}{5\sqrt7\times0.3393}\approx0.010\ \text{decade}.$$

The actual noise-free fit leaves an rms misfit of 0.011 decade, or about 2.5% in $\tau$, and 0.025 decade at worst. It returns $T_0=172.8$ K, where the local formula gives 173.5 K. The small discrepancy comes from the finite window. With points even in $1/T$ it would be slightly larger, since the fit then gives 172.6 K. For narrower windows with points even in $1/T$, halving the width reduced the error of the formula for $1/T_0$ by a factor of 3.98, as expected for a correction of order $h^2$.

At 172.8 K the parabolic law gives $\tau\approx10^{57}$ s. That is enormous and finite.

**Q:** With real noise, would a chi-square test reject the wrong law?

**A:** Let each point carry independent Gaussian noise of known size $\sigma=0.05$ decade. Let $d_i$ be the noise-free misfits and define $\lambda=\sum_i d_i^2/\sigma^2$. Here $\lambda\approx36\,(0.0109/0.05)^2\approx1.7$.

Fit the same data with a parabola, which also has three parameters. Near the solution the two fits remove nearly the same three combinations of noise. Call the remaining noise $r_i$. The parabola leaves residuals $r_i$; the Vogel-Fulcher law leaves $r_i-d_i$. Therefore

$$\chi^2_{\rm VF}-\chi^2_{\rm par}\simeq\lambda-\frac{2}{\sigma^2}\sum_i d_ir_i .$$

The last term has mean zero and standard deviation $2\sqrt\lambda$. The wrong law wins when the difference is negative, with probability $\Phi(-\sqrt\lambda/2)$, where $\Phi$ is the cumulative normal distribution. This gives 25.6%, and 1000 simulated data sets also gave 25.6%. A chi-square test at the 5% level rejected the Vogel-Fulcher law in 8.5% of them, close to the 7.9% given by the non-central chi-square distribution and against the 5% expected for a correct law. In more than nine cases out of ten the wrong law passes.

**Q:** But my $T_0$ is more than fifty standard errors away from zero.

**A:** So is this one. Its formal error is 3.0 K, and the simulated values scatter by 3.0 K around 172.7 K. The error bar is right about what it describes: the uncertainty of a parameter, given that the law holds. It contains no allowance for the law being wrong outside the window. It is also a local quantity: the rise in $\chi^2$ on forcing $T_0=0$ corresponds to about 19 standard deviations, not fifty, and what it rejects is a straight Arrhenius line.

**Q:** Perhaps the parabola is a special case.

**A:** Try $y=(k/T)\,e^{C/T}$ with positive $k$ and $C$, which also stays finite at every positive temperature. As a function of $x$,

$$y'=k\,e^{Cx}(1+Cx),\qquad y''=kC\,e^{Cx}(2+Cx),$$

so $1/T_0=x+2(1+Cx)/[C(2+Cx)]$. For $C=600$ K and $T=250$ K this gives $T_0=152.07$ K. A Vogel-Fulcher fit in a window about 2 K to either side, centred on 250 K in $1/T$ and with points even in $1/T$, returns the same value to the digits given.

**Q:** Then how bad is the extrapolation?

**A:** These values come from the noise-free fit to the 245–280 K window:

| $T$ (K) | $y$, parabola | $y$, fitted VF | error (decades) |
|---|---|---|---|
| 350 | −10.00 | −12.38 | −2.38 |
| 235 | 5.33 | 5.62 | +0.30 |
| 220 | 12.35 | 14.44 | +2.10 |
| 200 | 26.00 | 41.36 | +15.36 |
| 180 | 47.09 | 218.55 | +171.46 |

The formula accounts for the growth. At 220 K, $T_{\rm on}s=350/220-1.3393=0.2516$, so the error is about $64\times0.2516^3/(0.6786-0.2516)\approx2.4$ decades. The fit gives 2.1, because the least-squares curve is not quite the matched one. With noise, the middle 68% of the errors at 220 K run from 1.6 to 2.6 decades. Noise therefore moves the prediction by about half a decade, while the wrong law shifts it by two.

**Q:** I cannot wait for equilibrium at 220 K. The parabola itself gives $7\times10^4$ years there.

**A:** Quite so, and the deep extrapolation is where the two laws differ most. There are three better places to look.

The first is the hot side. At the onset $s=-u$, and the difference is $J^2(-u^3)/(3u)=-J^2u^2/3\approx-2.5$ decades; the fit gives $-2.4$. Times near $10^{-10}$ s can be measured without a long wait for equilibrium. A misfit there counts against a single Vogel-Fulcher law for the whole range; it does not decide whether $\tau$ diverges at low temperature.

The second is the drift of $T_0$. For a genuine Vogel-Fulcher law $x+2y'/y''$ equals $x_0$ in every window. For the parabola, fits to 300–330, 270–300 and 245–270 K give 259, 206 and 167 K. With the same noise and 1 K spacing, their formal errors are 7, 6 and 6 K. The first and last differ by 92 K. Dividing this by the formal errors overstates the evidence, because they hold only near each fitted value; for genuine Vogel-Fulcher data the 300–330 K value would scatter by about 37 K. Forcing one common $T_0$ on the first and last windows raises $\chi^2$ by about 23, close to five standard deviations. This needs data up to 330 K, beyond your original window.

The third is just below the window. At 235 K the parabola gives 2.5 days and the fitted law 4.9 days. With noise, the middle 68% of the errors there run from 0.19 to 0.40 decade, so one point is suggestive rather than decisive, and equilibrating the sample would take weeks.

**Q:** Does this resemble a real liquid, or did you choose convenient numbers?

**A:** The parameters are round, in the rough regime of ortho-terphenyl, a fragile molecular liquid with a glass transition near 250 K and a fragility index of about 80. The model reaches $\tau=100$ s at 244.2 K with an index of 79. For a single exponential relaxation the loss peaks, at $1/(2\pi\tau)$, would lie between 3 mHz and 160 kHz, a range suited to dielectric spectroscopy. For a stretched relaxation $\exp[-(t/\tau)^{1/2}]$ they lie about a quarter lower in frequency. A real liquid need not follow a pure parabola. An added Arrhenius barrier of 0.1 eV would contribute 0.62 decade at 245 K, counted from the onset, yet lower the apparent $T_0$ by only 1.9 K.

Experimental errors matter more for seeing the misfit. At 245 K the slope is 0.32 decade per kelvin, so a temperature error of 0.1 K that varies from point to point adds 0.03 decade there and about 0.023 decade rms over the window, twice the rms misfit. Ageing matters too. Suppose the structure lags behind a 1 K cooling step as $\exp[-(t/\tau)^{1/2}]$. After ten relaxation times a lag of $1\,\mathrm{K}\times e^{-\sqrt{10}}\approx0.042$ K is left. If the whole slope is assigned to this structural lag, an upper estimate within this picture, the error is 0.014 decade, again comparable with the misfit.

**Q:** So the parabola is right, and there is no divergence?

**A:** That would repeat the mistake in reverse. Take the fitted Vogel-Fulcher curve as the truth and fit a parabola to it in the same window. The rms misfit is again 0.011 decade, and at 220 K the parabola is now too low by 2.1 decades.

Nor should the parabola be followed to $T=0$. For a barrier of height $E$ shaped as an inverted parabola, thermal crossing scales as $e^{-E/k_BT}$ and tunnelling as $e^{-2\pi E/\hbar\omega}$. They are equal at $k_BT=\hbar\omega/2\pi$, which is 7.6 K for a barrier mode of 1 THz. A classical law has lost its basis by then.

**Q:** What could my data prove, then?

**A:** They can rule out laws that fail where you have measured. They cannot establish a divergence below the coldest point. Keep your fitted curve down to that point and continue it along its tangent in $1/T$. The new curve fits every datum equally well and is finite at every positive temperature. A claim that $\tau$ diverges at $T_0$ therefore needs a reason from outside the fit, such as a theory that predicts the form of the law and survives tests on other quantities. Quote $T_0$ as a fit parameter, together with its window. The numerical output below gives the remaining values.

## Computed results

```
onset 350 K, J/T_on 8, log10 tau_on/s -10
T at tau = 100 s: 244.2 K; fragility index 79
window 245-280 K, 36 points, noise 0.05 decade
log10 tau/s at window ends: 1.76, -6.00
tau at 245 K: 57 s
loss-peak frequency 1/(2 pi tau): 2.80e-03 Hz (245 K)
  and 1.59e+05 Hz (280 K)
window centre in 1/T: 261.33 K; T_on*u 0.3393, T_on*h 0.0893
VF fit: a -22.11, B 1724.3 K, T0 172.84 K
T0 from local formula: 173.45 K
rms misfit 0.0109, largest 0.0247 decade
rms misfit from formula 0.0101 decade
1/T0 correction ratio on halving window: 3.98
exponential law at 250 K: T0 fit 152.07 K, formula 152.07 K
sub-window (K): T0 fit, T0 formula, formal error of T0 (K)
  300-330: 259.3, 261.0, 7.0
  270-300: 205.8, 206.6, 5.9
  245-270: 167.4, 167.7, 6.3
parabola fitted to VF data: rms 0.0108 decade
  its error at 220 K: -2.13 decades
noisy runs: 1000; lambda 1.72
T0 mean 172.7 K, scatter 3.0 K
T0 median formal error 3.0 K
T0 smallest 159.9 K, largest 180.1 K
VF rejected at 5% level: 8.5 %, theory 7.9 %
VF beats true law: 25.6 %, theory 25.6 %
T (K): log10 tau/s parabola, VF, difference, local formula
  350: -10.00, -12.38, -2.38, -2.46
  235: 5.33, 5.62, +0.30, +0.41
  230: 7.42, 8.05, +0.63, +0.78
  220: 12.35, 14.44, +2.10, +2.39
  210: 18.44, 24.28, +5.84, +6.39
  200: 26.00, 41.36, +15.36, +16.55
  180: 47.09, 218.55, +171.46, +193.20
noisy VF error at 235 K, 16/50/84 %: 0.19 0.30 0.40 decades
noisy VF error at 220 K, 16/50/84 %: 1.62 2.11 2.59 decades
parabolic log10 tau/s at fitted T0: 57.2
tau at 235 K: parabola 2.5 d, VF 4.9 d
tau at 220 K: parabola 7.1e+04 yr, VF 8.8e+06 yr
slope at 245 K: 0.320 decade/K; 0.1 K error: 0.032 decade
ageing: 1 K step, wait 10 tau, stretching 0.5
  offset left 0.042 K, at most 0.014 decade
added 0.1 eV barrier: 0.62 decade at 245 K, T0 shift -1.87 K
tunnelling crossover for 1 THz mode: 7.6 K
```
